# Singlet–triplet gap of a Hubbard dimer for Mo2Cl10

## Problem

The molecule Mo2Cl10 consists of two MoCl4 units joined by two bridging chlorines. Counting each chlorine as Cl⁻ makes each molybdenum Mo(V). A neutral Mo atom has six valence electrons, so one d electron remains on each metal, two in the dimer.

Model these two electrons with one orbital on each Mo:

\[
H=-t\sum_{\sigma}\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right)+U\sum_{i=1,2}n_{i\uparrow}n_{i\downarrow}.
\]

Here \(c^\dagger_{i\sigma}\) creates an electron of spin \(\sigma\) on site \(i\), and \(n_{i\sigma}=c^\dagger_{i\sigma}c_{i\sigma}\). The orbitals are orthonormal and their energy is the zero of energy. The hopping \(t\) is an effective one that includes the path through the chlorines. Take \(t=0.05\) eV and \(U=3\) eV.

1. Find all six two-electron energies.
2. Which spin state is lowest, and by how many cm⁻¹?
3. How much ionic character has the ground state?
4. What fraction of intact dimers is in the triplet at 370 K, a rough temperature for a heated precursor source?

## Hints

**Hint 1.** Sort the states by total spin before writing a matrix. \(H\) does not change the total spin, so singlets and triplets do not mix.

**Hint 2.** Ask what happens when an electron hops onto a site that already holds an electron of the same spin.

**Hint 3.** A one-electron operator acts on a product of creation operators by replacing them one at a time, each in its own place. Signs appear only when the result is put back into a standard order.

**Hint 4.** Use the sum and the difference of the two doubly occupied states. Only one of them couples to the state with one electron on each site.

## Full solution

### The six states

Four spin orbitals hold two electrons in \(4\cdot3/2=6\) ways. Fix the order of the operators by

\[
|{\uparrow,\downarrow}\rangle=c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}|0\rangle,\qquad
|{\downarrow,\uparrow}\rangle=c^\dagger_{1\downarrow}c^\dagger_{2\uparrow}|0\rangle,\qquad
|D_i\rangle=c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}|0\rangle .
\]

The remaining two states have parallel spins, one electron on each site.

To identify the triplet, apply the spin-lowering operator \(S^-=\sum_i c^\dagger_{i\downarrow}c_{i\uparrow}\) (in units of \(\hbar\)) to the state with both spins up:

\[
S^-c^\dagger_{1\uparrow}c^\dagger_{2\uparrow}|0\rangle
=|{\downarrow,\uparrow}\rangle+|{\uparrow,\downarrow}\rangle .
\]

The sum therefore belongs to the triplet. The orthogonal combination is the covalent singlet:

\[
|T_0\rangle=\frac{|{\uparrow,\downarrow}\rangle+|{\downarrow,\uparrow}\rangle}{\sqrt2},\qquad
|S\rangle=\frac{|{\uparrow,\downarrow}\rangle-|{\downarrow,\uparrow}\rangle}{\sqrt2}.
\]

The states \(|D_1\rangle\) and \(|D_2\rangle\) are also singlets, because two electrons in one orbital must have opposite spins.

### The triplet cannot hop

Write \(F=\sum_\sigma(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma})\), so that the hopping energy is \(-tF\). For parallel spins,

\[
F\,c^\dagger_{1\uparrow}c^\dagger_{2\uparrow}|0\rangle
=c^\dagger_{2\uparrow}c^\dagger_{2\uparrow}|0\rangle+c^\dagger_{1\uparrow}c^\dagger_{1\uparrow}|0\rangle=0,
\]

since the square of a creation operator vanishes. There is no double occupation either, so the repulsion contributes nothing. Hence \(E_T=0\), and spin symmetry gives the same energy to all three triplet components.

### The singlet can hop

For opposite spins, replace the operators one at a time:

\[
F|{\uparrow,\downarrow}\rangle
=c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}|0\rangle+c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}|0\rangle
=|D_2\rangle+|D_1\rangle ,
\]

\[
F|{\downarrow,\uparrow}\rangle
=c^\dagger_{2\downarrow}c^\dagger_{2\uparrow}|0\rangle+c^\dagger_{1\downarrow}c^\dagger_{1\uparrow}|0\rangle
=-|D_2\rangle-|D_1\rangle .
\]

The minus signs come from exchanging two anticommuting operators to reach the standard order. The two results cancel in \(|T_0\rangle\), as they must, and add in \(|S\rangle\). With \(|I_\pm\rangle=(|D_1\rangle\pm|D_2\rangle)/\sqrt2\),

\[
F|S\rangle=\frac{2}{\sqrt2}\left(|D_1\rangle+|D_2\rangle\right)=2|I_+\rangle .
\]

The matrix element is therefore \(\langle I_+|H|S\rangle=-2t\). Since \(F\) is Hermitian and \(F|S\rangle\) has no part along \(|I_-\rangle\), the state \(|I_-\rangle\) does not couple to \(|S\rangle\). Hopping from a doubly occupied site gives one electron on each site, so \(F\) does not connect the ionic states with each other. Thus \(|I_-\rangle\) is an eigenstate with energy \(U\).

In the basis \((|S\rangle,|I_+\rangle)\) there remains

\[
H_S=\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix}.
\]

Its eigenvalues satisfy \((-E)(U-E)-4t^2=0\), or \(E^2-UE-4t^2=0\), so

\[
E_\pm=\frac{U\pm\sqrt{U^2+16t^2}}2 .
\]

The six energies are \(0\) three times, \(U\), \(E_-\) and \(E_+\).

### Order and size of the gap

For \(U>0\) and \(t\ne0\) the square root exceeds \(U\), so \(E_-<0\), while all other energies are zero or positive. In this one-orbital model the ground state is a singlet, whatever the sign of \(t\). The gap, counted positive when the triplet is higher, is

\[
\Delta=E_T-E_-=\frac{\sqrt{U^2+16t^2}-U}{2}.
\]

For \(t\ll U\), put \(x=16t^2/U^2\) and use \(\sqrt{1+x}=1+x/2-x^2/8+\dots\):

\[
\Delta=\frac U2\left(\frac{8t^2}{U^2}-\frac{32t^4}{U^4}+\dots\right)
=\frac{4t^2}{U}\left(1-\frac{4t^2}{U^2}+\dots\right).
\]

The leading term is the energy gained when an electron briefly visits the other site. The Pauli principle denies this gain to the triplet. In the opposite limit \(U\to0\), \(\Delta\to2|t|\): two electrons then share the bonding orbital at \(-|t|\), while the triplet must fill one bonding and one antibonding orbital.

For the given parameters,

\[
\Delta=\frac{\sqrt{9+0.04}-3}{2}\ \text{eV}
=\frac{3.0066593-3}{2}\ \text{eV}=3.330\ \text{meV}.
\]

A wavenumber is an energy divided by \(hc\), and 1 eV corresponds to 8065.544 cm⁻¹. Therefore

\[
\tilde\nu=\frac{\Delta}{hc}=0.0033296\times8065.544\ \text{cm}^{-1}=26.9\ \text{cm}^{-1}.
\]

The singlet lies about 27 cm⁻¹ below the triplet. The leading formula \(4t^2/U\) exceeds the full model gap by 0.11% of that gap, in agreement with the correction \(4t^2/U^2=0.0011\).

The parameters matter far more than this correction. At fixed \(U=3\) eV, the gap is 17 cm⁻¹ for \(t=0.04\) eV and 39 cm⁻¹ for \(t=0.06\) eV, because it grows nearly as \(t^2\).

### Ionic character

Write the ground state as \(\alpha|S\rangle+\beta|I_+\rangle\). The first row of the eigenvalue equation is \(-2t\beta=E_-\alpha=-\Delta\alpha\), so \(\beta/\alpha=\Delta/(2t)\). The ionic weight is

\[
\frac{\beta^2}{\alpha^2+\beta^2}=\frac{\Delta^2}{\Delta^2+4t^2}
=\frac{(0.0033296)^2}{(0.0033296)^2+0.01}=0.0011,
\]

with energies in eV. Only about 0.11% of the state has both electrons on one metal. The electrons are localized, and the small admixture of ionic states orders their spins.

### Thermal population

At 370 K the thermal energy is \(k_BT=257\) cm⁻¹. The ionic states lie about 3 eV up and can be ignored. One singlet and three triplet states remain, so the triplet fraction is

\[
P_T=\frac{3e^{-\Delta/k_BT}}{1+3e^{-\Delta/k_BT}}=\frac{3}{3+e^{\Delta/k_BT}} .
\]

With \(\Delta/k_BT=26.855/257.2=0.104\), this gives \(P_T=0.73\). Equal population of the four states would give 0.75. The singlet is the ground state of the model, yet most model dimers are in the triplet at this temperature, because the triplet has three states.

## Variation 1: interactions between the two metals

**Question.** Add a repulsion \(V\) between electrons on different sites and a direct exchange integral \(K\). What happens to the gap?

**Solution.** With one electron on each site, the spatial wave function is symmetric for the singlet and antisymmetric for the triplet. Exchange therefore adds \(+K\) to the singlet and \(-K\) to the triplet:

\[
\langle S|H|S\rangle=V+K,\qquad E_T=V-K .
\]

For real orbitals the same integral \(K\) also transfers an electron pair between the sites. This raises the even ionic combination to \(U+K\). Any change of the hopping caused by the interaction is taken to be included in \(t\). The singlet matrix becomes

\[
\begin{pmatrix}V+K&-2t\\-2t&U+K\end{pmatrix}.
\]

Its diagonal elements differ by \(U-V\). Subtracting \(V+K\) from both leaves the earlier matrix with \(U\) replaced by \(U-V\). Hence

\[
\Delta=\frac{\sqrt{(U-V)^2+16t^2}-(U-V)}2-2K .
\]

The repulsion \(V\) makes the ionic states relatively cheaper and widens the gap. A rough \(V=0.5\) eV, with \(K=0\), gives 32 cm⁻¹.

Direct exchange acts the other way. For \(V=0\), the order reverses when \(K\) exceeds half the original gap, \(3.330/2=1.66\) meV. The singlet ground state thus rests on a difference of small energies, although \(U\) is large.

## Variation 2: a second orbital on each metal

**Question.** Let each Mo have a second orbital \(b\) above the occupied orbital \(a\). Can Hund coupling make the triplet lowest?

**Solution.** Let \(J\) be the Hund exchange integral on one site. Take the usual rotationally invariant relation, in which the repulsion between electrons in different orbitals is \(U-2J\). On-site exchange then gives the energies \(U-3J\) for a triplet and \(U-J\) for a singlet in \(ab\), before orbital energies are added. Two cases differ in kind.

**An empty orbital far above.** Let \(b\) lie at height \(D\), and let an electron hop from \(a\) on one site to \(b\) on the other with amplitude \(-t'\). In an idealized \(D_{2h}\) dimer, this requires both orbitals to have the same symmetry about the Mo–Mo axis. The three \(t_{2g}\) orbitals differ in this symmetry, but an upper \(e_g\) orbital can match one of them.

Starting from one electron in each \(a\) orbital, either electron can make the hop. These two routes lead to different sites and hence to orthogonal states. The spin state is kept, so second-order perturbation theory lowers the two spin states by

\[
\delta E_T=-\frac{2t'^2}{U-3J+D},\qquad
\delta E_S=-\frac{2t'^2}{U-J+D}.
\]

The triplet gains more, since its intermediate state is cheaper. To this order, and neglecting pair transfer between \(a\) and \(b\),

\[
\Delta\approx\frac{4t^2}{U}-2t'^2\left(\frac1{U-3J+D}-\frac1{U-J+D}\right).
\]

Take rough values \(J=0.4\) eV, \(D=2.5\) eV and \(t'=0.1\) eV. The denominators are 4.3 and 5.1 eV, and the correction is \(0.02\,(1/4.3-1/5.1)\) eV \(=0.73\) meV. Diagonalization of the two-orbital model gives a gap of 21 cm⁻¹. With the other values fixed, the order reverses at \(t'=0.22\) eV.

**A nearly degenerate orbital.** Now let \(b\) be another \(t_{2g}\) orbital at a small height \(\delta\), with its own hopping \(t\) and no cross hopping. The triplet can place one electron in \(a\) and the other in \(b\), and then both can hop. For spins up, omit the spin label:

\[
F a_1^\dagger b_2^\dagger|0\rangle=(a_2^\dagger b_2^\dagger+a_1^\dagger b_1^\dagger)|0\rangle,
\qquad
F b_1^\dagger a_2^\dagger|0\rangle=-(a_2^\dagger b_2^\dagger+a_1^\dagger b_1^\dagger)|0\rangle .
\]

The normalized difference of the two starting states couples with strength \(-2t\) to a state that costs \(U-3J\) more. Its energy is

\[
E_T\approx\delta-\frac{4t^2}{U-3J}.
\]

For the singlets, use the covalent states \(aa\) and \(bb\), at \(0\) and \(2\delta\). Each couples by \(-2t\) to its even ionic state. The two ionic states have energy near \(U\) and are coupled by the pair transfer \(J\). Neglecting \(\delta\) beside \(U\), their inverse energy matrix is

\[
\begin{pmatrix}U&J\\J&U\end{pmatrix}^{-1}
=\frac1{U^2-J^2}\begin{pmatrix}U&-J\\-J&U\end{pmatrix}.
\]

Second-order theory multiplies this by \(-4t^2\) and adds it to the covalent energies. The lower eigenvalue is

\[
E_S\approx\delta-\frac{4t^2U}{U^2-J^2}-\sqrt{\delta^2+m^2},\qquad m=\frac{4t^2J}{U^2-J^2}.
\]

The singlet with one electron in \(a\) and one in \(b\) has \(U-J\) in place of \(U-3J\), so it lies above the corresponding triplet and does not affect the crossing. Setting \(E_T=E_S\) gives

\[
\delta_c=\sqrt{q^2-m^2},\qquad
q=4t^2\left(\frac1{U-3J}-\frac{U}{U^2-J^2}\right).
\]

With \(J=0.4\) eV, \(q=2.16\) meV and \(m=0.45\) meV, so \(\delta_c=2.11\) meV. Diagonalization gives 2.10 meV. Below this splitting the triplet is lowest. For the gap, and with equal hoppings in \(a\) and \(b\), the one-orbital model therefore needs an orbital splitting well above a few meV. The requirement grows if \(b\) hops more strongly: with a hopping of 0.2 eV in \(b\), the triplet is still lowest at \(\delta=20\) and 30 meV. Counting only four states at 370 K asks for more: the splitting must also be well above \(k_BT\approx32\) meV, so that the second orbital stays nearly empty. For equal hoppings, the triplet fraction itself changes little if this fails (it stays between 0.73 and 0.74). Each way of placing one electron on each site again has one singlet and three triplet states, and the spin splittings here are small beside \(k_BT\).

## The model and the real precursor

Molybdenum pentachloride is a solid source for depositing molybdenum-containing films. Its crystals can contain Mo2Cl10 dimers, whereas its vapour consists largely of MoCl5 monomers, to which this gap does not apply. The values of \(t\) and \(U\) are round, rough choices for weakly coupled metal centres; they were not computed for this molecule. The 27 cm⁻¹ is thus a model result, not a measured gap. One assumption open to doubt is that one orbital per metal suffices: Variation 2 shows that other orbitals can reduce the gap or reverse its sign. Magnetic studies of solid MoCl5 have reported ferromagnetic coupling within the dimers and an unquenched orbital moment, so the singlet ground state found here should not be taken as that of the real molecule.

Spin–orbit coupling can be sized in the same way. Let the hopping orbital \(a\) lie 0.30 eV below two other \(t_{2g}\) orbitals that do not hop, with a rough coupling \(\zeta=0.1\) eV. Within \(t_{2g}\), the orbital angular momentum acts as minus that of a p shell, so the coupling is \(-\zeta\,\mathbf l\cdot\mathbf s\) with \(l=1\), and \(a\) has \(l_z=0\). It mixes \(a{\uparrow}\) with \(|l_z=1,\downarrow\rangle\) through the element \(-\zeta/\sqrt2\), and it shifts the latter state by \(+\zeta/2\). The lower state of this pair keeps a weight

\[
w=\cos^2\theta,\qquad \tan2\theta=\frac{\sqrt2\,\zeta}{0.30\ \text{eV}+\zeta/2}=0.404,\qquad w=0.964
\]

in \(a\). Its Kramers partner has the same weight with the spins reversed. Hopping between the lowest doublets is thereby reduced from \(t\) to \(wt\). Without Hund coupling, hops through the upper doublets shift all four low states equally in second order, so the gap is about \(4w^2t^2/U\). Diagonalization gives 24.9 cm⁻¹.

With \(J=0.4\) eV included, the mean gap is 25.8 cm⁻¹, and the three upper levels spread over 0.09 cm⁻¹. Including \(J\) thus raises the gap slightly. A similar rise, from 26.9 to 27.6 cm⁻¹, occurs already at \(\zeta=0\), where pair transfer to the two upper orbitals lowers the ionic singlet from \(U\) to about \(U-2J^2/(U+0.60\ \text{eV}+J)=2.92\) eV. For these values, spin–orbit coupling changes the gap less than the chosen \(V\) or \(t'\) does. This depends on the assumed splitting: with 0.10 or 0.05 eV in place of 0.30 eV, the mean gap falls to about 21 or 18 cm⁻¹.

The numerical output below lists the main values used here.

## Table of computed values

```
Hopping t: 0.050 eV
On-site repulsion U: 3.00 eV
Conversion of 1 eV: 8065.544 cm^-1
Square root sqrt(U^2+16t^2): 3.0066593 eV
Singlet energy: -3.3296 meV
Triplet energy: 0.0000 meV
Upper even singlet energy: 3.003330 eV
Exact model gap: 3.3296 meV
Exact model gap: 26.855 cm^-1
Approximate gap 4t^2/U: 3.3333 meV
Approximate gap 4t^2/U: 26.885 cm^-1
Excess of approximation: 0.111 %
Ionic weight of singlet: 0.1107 %
Gap for t = 0.04 eV: 17.19 cm^-1
Gap for t = 0.06 eV: 38.65 cm^-1
Rough source temperature: 370 K
Thermal energy kT: 257.2 cm^-1
Triplet fraction: 72.99 %
Rough intersite repulsion V: 0.50 eV
Gap with V: 32.21 cm^-1
Direct exchange K at reversal: 1.6648 meV
Rough Hund coupling J: 0.40 eV
Rough upper-orbital height D: 2.50 eV
Rough cross hopping t': 0.10 eV
Gap with cross hopping: 21.20 cm^-1
Cross hopping t' at reversal: 0.2157 eV
t2g splitting at reversal, numerical: 2.101 meV
t2g splitting at reversal, formula: 2.114 meV
Rough t2g splitting for spin-orbit case: 0.30 eV
Rough spin-orbit coupling zeta: 0.10 eV
Hopping-orbital weight w: 0.9636 (dimensionless)
Spin-orbit gap without Hund: 24.94 cm^-1
Spin-orbit mean gap with Hund: 25.76 cm^-1
Triplet splitting with Hund: 0.087 cm^-1
```
